**Width of a high-temperature Marcus charge-transfer band**

The program tests $W=4\sqrt{\ln2\,\lambda k_BT}$, where $W$ is the full width at half maximum of the reduced band, $\lambda$ the reorganisation energy, $k_B$ the Boltzmann constant and $T$ the temperature. It builds a classical band by quadrature over two modes, directly from the potential energies, and asserts that its peak and width agree with the formulas. It diagonalises displaced quantum oscillators and asserts the first three moments of the band, its width and the leading correction to the classical limit. Further assertions cover the peak shift in raw absorption, the band shape at finite electronic coupling and the broadening by site disorder. For $\lambda=1$ eV at 298.15 K the output gives $W=0.5338$ eV, or 4305 cm$^{-1}$. With a slow solvent mode and a faster metal-ligand mode, the quantum width is 3.21% larger. The other effects sized at 298.15 K change the width by between −2.32% and +3.16%, apart from the deliberately extreme cases that place all of $\lambda$ in one quantum mode, where the change reaches +13.50%.

## Check in Python

```python
"""
Result under test: the reduced charge-transfer band of two localised states
coupled linearly to classical harmonic modes has the full width at half maximum
    W = 4 sqrt(ln2 * lam * kT).
lam : reorganisation energy (eV)      kT : thermal energy (eV)
dG  : driving free energy (eV)        hw : vibrational quantum (eV)
H   : electronic coupling (eV)        sigma : standard deviation of the band (eV)
The reduced band is the distribution of vertical energy gaps; raw absorption
carries a further factor E (constant dipole) or 1/E (borrowed intensity).
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

K_B = const.k / const.e
HC_EV_NM = const.h * const.c / const.e * 1e9
EV_TO_CM = const.e / (const.h * const.c) / 100.0


def marcus_width(lam, kT):
    return 4.0 * np.sqrt(np.log(2.0) * lam * kT)


def measure_band(band, low, high):
    """Peak position and full width at half maximum, found numerically."""
    scale = band(0.5 * (low + high))
    found = minimize_scalar(lambda e: -band(e) / scale, bounds=(low, high),
                            method="bounded", options={"xatol": 1e-9})
    peak = found.x
    half = 0.5 * band(peak)
    left = brentq(lambda e: (band(e) - half) / half, low, peak)
    right = brentq(lambda e: (band(e) - half) / half, peak, high)
    return peak, right - left


lam, T = 1.0, 298.15
kT = K_B * T
sigma = np.sqrt(2.0 * lam * kT)
W = marcus_width(lam, kT)

# Classical band by quadrature over two modes, from the potential energies only.
stiffness = np.array([2.0, 5.0])
shift = np.array([np.sqrt(0.6), 0.4])
dG_test = 0.3


def donor_energy(q1, q2):
    return 0.5 * (stiffness[0] * q1**2 + stiffness[1] * q2**2)


def acceptor_energy(q1, q2):
    return dG_test + donor_energy(q1 - shift[0], q2 - shift[1])


def vertical_gap(q1, q2):
    return acceptor_energy(q1, q2) - donor_energy(q1, q2)


q1_grid = np.linspace(-1.5, 1.5, 3001)


def classical_band(energy):
    gap_at_zero = vertical_gap(q1_grid, 0.0)
    slope = vertical_gap(q1_grid, 1.0) - gap_at_zero
    q2_on_shell = (energy - gap_at_zero) / slope
    weight = np.exp(-donor_energy(q1_grid, q2_on_shell) / kT)
    return np.sum(weight / np.abs(slope))


lam_test = acceptor_energy(0.0, 0.0) - acceptor_energy(*shift)
peak_classical, W_classical = measure_band(classical_band, 0.5, 2.1)
assert abs(W_classical / marcus_width(lam_test, kT) - 1) < 1e-6
assert abs(peak_classical - dG_test - lam_test) < 1e-5


# Quantum band: diagonalise the displaced oscillator in the donor basis.
def quantum_sticks(lam_mode, hw, basis=700, thermal=90):
    n = np.arange(basis)
    off_diagonal = -np.sqrt(lam_mode * hw) * np.sqrt(n[1:])
    levels, vectors = eigh_tridiagonal(hw * n + lam_mode, off_diagonal)
    population = np.exp(-hw * n[:thermal] / kT)
    population /= population.sum()
    quanta = np.rint(levels / hw).astype(int)
    jumps = quanta[None, :] - n[:thermal, None] + thermal
    strengths = population[:, None] * vectors[:thermal, :]**2
    sticks = np.bincount(jumps.ravel(), weights=strengths.ravel())
    return np.arange(len(sticks)) - thermal, sticks


def quantum_variance(lam_mode, hw):
    return lam_mode * hw / np.tanh(hw / (2.0 * kT))


gaussian_factor = np.sqrt(8.0 * np.log(2.0))
quantum_widths = {}
for hw in (0.01, 0.02, 0.05):
    jump, sticks = quantum_sticks(lam, hw)
    energy = hw * jump
    mean = np.sum(energy * sticks)
    variance = np.sum((energy - mean)**2 * sticks)
    third = np.sum((energy - mean)**3 * sticks)
    assert abs(sticks.sum() - 1) < 1e-9
    assert abs(mean - lam) < 1e-7
    assert abs(variance / quantum_variance(lam, hw) - 1) < 1e-6
    assert abs(third / (lam * hw**2) - 1) < 1e-4
    _, width = measure_band(CubicSpline(energy, sticks), 0.2, 1.9)
    quantum_widths[hw] = width
    # One per cent allows for the slight non-Gaussian shape of the true band.
    assert abs(width / (gaussian_factor * np.sqrt(variance)) - 1) < 0.01

slow_excess = quantum_widths[0.01] / W - 1
leading_excess = (0.01 / kT)**2 / 24.0
# Shape corrections are themselves a few per cent of this small excess.
assert abs(slow_excess / leading_excess - 1) < 0.15

# Slow solvent mode plus a faster metal-ligand mode, by convolution of sticks.
lam_solvent, hw_solvent, lam_inner, hw_inner = 0.8, 0.01, 0.2, 0.05
jump_s, sticks_s = quantum_sticks(lam_solvent, hw_solvent)
jump_i, sticks_i = quantum_sticks(lam_inner, hw_inner)
ratio = int(round(hw_inner / hw_solvent))
spread_i = np.zeros(ratio * (len(sticks_i) - 1) + 1)
spread_i[::ratio] = sticks_i
mixed = np.convolve(sticks_s, spread_i)
mixed_energy = hw_solvent * (np.arange(len(mixed)) + jump_s[0] + ratio * jump_i[0])
_, W_mixed = measure_band(CubicSpline(mixed_energy, mixed), 0.2, 1.9)
mixed_variance = (quantum_variance(lam_solvent, hw_solvent)
                  + quantum_variance(lam_inner, hw_inner))
assert abs(W_mixed / (gaussian_factor * np.sqrt(mixed_variance)) - 1) < 0.01
lam_inferred = W_mixed**2 / (16.0 * np.log(2.0) * kT)


# Raw absorption: photon energy and transition dipole reshape the band.
def reduced_band(energy):
    return np.exp(-(energy - lam)**2 / (4.0 * lam * kT))


raw = {}
for power in (1, -1):
    raw[power] = measure_band(lambda e: e**power * reduced_band(e), 0.4, 1.9)
    predicted_peak = 0.5 * (lam + np.sqrt(lam**2 + 4.0 * power * sigma**2))
    assert abs(raw[power][0] - predicted_peak) < 1e-5

# Finite coupling: diagonalise the two-state matrix along the gap coordinate.
adiabatic_widths = {}
for H in (0.05, 0.15):
    diabatic_gap = np.linspace(0.1, 2.0, 4001)
    x = 0.5 * (1.0 - diabatic_gap / lam)
    matrices = np.zeros((len(x), 2, 2))
    matrices[:, 0, 0] = lam * x**2
    matrices[:, 1, 1] = lam * (1.0 - x)**2
    matrices[:, 0, 1] = matrices[:, 1, 0] = H
    lower, upper = np.linalg.eigvalsh(matrices).T
    gap = upper - lower
    density = np.exp(-(lower - lower.min()) / kT) / np.gradient(gap, diabatic_gap)
    predicted = reduced_band(gap) * gap / np.sqrt(gap**2 - 4.0 * H**2)
    inside = (gap > 0.45) & (gap < 1.8)
    quotient = density[inside] / predicted[inside]
    assert np.ptp(quotient) / np.mean(quotient) < 1e-4
    _, adiabatic_widths[H] = measure_band(CubicSpline(gap, density), 0.36, 1.9)

# Site disorder: direct convolution with a Gaussian spread of driving energies.
disorder = 0.05
offsets = np.linspace(-8 * disorder, 8 * disorder, 2001)
offset_weight = np.exp(-offsets**2 / (2 * disorder**2))
_, W_disorder = measure_band(
    lambda e: np.sum(offset_weight * reduced_band(e - offsets)), 0.2, 1.9)
assert abs(W_disorder / (gaussian_factor * np.hypot(sigma, disorder)) - 1) < 1e-6

T_bath = 333.15
W_bath = marcus_width(lam, K_B * T_bath)
low_half, high_half = lam - W / 2, lam + W / 2


def percent(width):
    return 100.0 * (width / W - 1.0)


print(f"Reorganisation energy: {lam:.3f} eV")
print("Driving free energy in example: 0 eV (symmetric pair)")
print(f"Temperature: {T:.2f} K")
print(f"Thermal energy kT: {kT:.6f} eV")
print(f"Band variance: {sigma**2:.6f} eV^2")
print(f"Band standard deviation: {sigma:.4f} eV")
print(f"FWHM, Marcus formula: {W:.4f} eV")
print(f"FWHM, converted: {W * EV_TO_CM:.0f} cm^-1")
print(f"Half-height energies: {low_half:.4f} and {high_half:.4f} eV")
print(f"Peak wavelength: {HC_EV_NM / lam:.0f} nm")
print(f"Half-height wavelengths: {HC_EV_NM / low_half:.0f}"
      f" and {HC_EV_NM / high_half:.0f} nm")
print(f"Bath temperature: {T_bath:.2f} K")
print(f"FWHM at bath temperature: {W_bath:.4f} eV ({percent(W_bath):+.2f} %)")
print(f"Quadrature test, driving energy: {dG_test:.3f} eV")
print(f"Quadrature test, peak: {peak_classical:.4f} eV")
print(f"Quadrature test, FWHM: {W_classical:.4f} eV")
for hw, width in quantum_widths.items():
    print(f"Quantum FWHM, all lam in {hw:.2f} eV mode: {width:.4f} eV"
          f" ({percent(width):+.2f} %)")
print(f"Leading quantum excess, 0.01 eV mode: {100 * leading_excess:.2f} %")
print(f"Two-mode solvent part: lam {lam_solvent:.2f} eV, quantum {hw_solvent:.2f} eV")
print(f"Two-mode inner part: lam {lam_inner:.2f} eV, quantum {hw_inner:.2f} eV")
print(f"Two-mode quantum FWHM: {W_mixed:.4f} eV ({percent(W_mixed):+.2f} %)")
print(f"lam inferred classically from that width: {lam_inferred:.4f} eV")
for power, label in ((1, "E"), (-1, "1/E")):
    peak, width = raw[power]
    print(f"Raw band, factor {label}: peak {peak:.4f} eV, FWHM {width:.4f} eV"
          f" ({percent(width):+.2f} %)")
for H, width in adiabatic_widths.items():
    print(f"Coupling {H:.2f} eV: cut-off {2 * H:.2f} eV, FWHM {width:.4f} eV"
          f" ({percent(width):+.2f} %)")
print(f"Site disorder, standard deviation: {disorder:.3f} eV")
print(f"FWHM with site disorder: {W_disorder:.4f} eV ({percent(W_disorder):+.2f} %)")
print("success")
```

It prints:

```
Reorganisation energy: 1.000 eV
Driving free energy in example: 0 eV (symmetric pair)
Temperature: 298.15 K
Thermal energy kT: 0.025693 eV
Band variance: 0.051385 eV^2
Band standard deviation: 0.2267 eV
FWHM, Marcus formula: 0.5338 eV
FWHM, converted: 4305 cm^-1
Half-height energies: 0.7331 and 1.2669 eV
Peak wavelength: 1240 nm
Half-height wavelengths: 1691 and 979 nm
Bath temperature: 333.15 K
FWHM at bath temperature: 0.5643 eV (+5.71 %)
Quadrature test, driving energy: 0.300 eV
Quadrature test, peak: 1.3000 eV
Quadrature test, FWHM: 0.5338 eV
Quantum FWHM, all lam in 0.01 eV mode: 0.5370 eV (+0.59 %)
Quantum FWHM, all lam in 0.02 eV mode: 0.5463 eV (+2.34 %)
Quantum FWHM, all lam in 0.05 eV mode: 0.6059 eV (+13.50 %)
Leading quantum excess, 0.01 eV mode: 0.63 %
Two-mode solvent part: lam 0.80 eV, quantum 0.01 eV
Two-mode inner part: lam 0.20 eV, quantum 0.05 eV
Two-mode quantum FWHM: 0.5509 eV (+3.21 %)
lam inferred classically from that width: 1.0652 eV
Raw band, factor E: peak 1.0490 eV, FWHM 0.5214 eV (-2.32 %)
Raw band, factor 1/E: peak 0.9457 eV, FWHM 0.5506 eV (+3.16 %)
Coupling 0.05 eV: cut-off 0.10 eV, FWHM 0.5343 eV (+0.09 %)
Coupling 0.15 eV: cut-off 0.30 eV, FWHM 0.5391 eV (+0.99 %)
Site disorder, standard deviation: 0.050 eV
FWHM with site disorder: 0.5466 eV (+2.40 %)
success
```
